# Biaxial Strain in (001) GaAs from the Heavy-Light Exciton Splitting: a numerical check

```python
"""
Result under test: for a (001) film with equal in-plane strains e and a free
surface, D = E_X(HH) - E_X(LH) = -2 b (1 + 2 C12/C11) e.
b: tetragonal deformation potential (eV); C11, C12: cubic stiffnesses (GPa);
HH, LH: heavy and light holes; e > 0: tension; D > 0: LH exciton is lower.
Split-off coupling and exciton-binding differences are absent from this
result and are sized separately. Material parameters are rough values.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

b = -1.7
C11, C12 = 119.0, 54.0
splitting = 0.010
spin_orbit = 0.34
lattice = 5.65
electron_mass = 0.067
gamma1, gamma2, gamma3 = 6.98, 2.06, 2.93
permittivity = 12.9
hartree = const.value("Hartree energy in eV")
bohr = const.value("Bohr radius") * 1e10
boltzmann = const.k / const.e

# Elastic relaxation of the free surface
poisson_ratio = 2 * C12 / C11


def elastic_energy(e, ezz):
    return 0.5 * C11 * (2 * e**2 + ezz**2) + C12 * (e**2 + 2 * e * ezz)


relaxed = minimize_scalar(lambda z: elastic_energy(1.0, z))
assert abs(relaxed.x + poisson_ratio) < 1e-6
modulus = C11 + C12 - 2 * C12**2 / C11
# Relaxed energy is modulus*e^2, because two equal stresses do work.
assert abs(relaxed.fun - modulus) < 1e-6 * modulus

factor = 1 + poisson_ratio
strain = splitting / (2 * abs(b) * factor)
strain_zz = -poisson_ratio * strain

# Six valence states: p orbitals times spin
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k] = 1
    levi[i, k, j] = -1
orbital_L = -1j * levi
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)


def six_state(e, delta):
    """Return E_LH-E_HH and the x and z orbital weights of HH and LH."""
    diagonal = np.array([e, e, -poisson_ratio * e])
    orbital = 3 * b * (diagonal - diagonal.mean())
    H = np.kron(np.diag(orbital), np.eye(2)).astype(complex)
    for L, s in zip(orbital_L, pauli):
        H += (2 * delta / 3) * np.kron(L, s / 2)
    energy, vectors = np.linalg.eigh(H)
    pairs = []
    for first in (2, 4):
        weight = np.abs(vectors[:, first:first + 2])**2
        pairs.append((weight[4:6].sum(), weight[0:2].sum(),
                      energy[first:first + 2].mean()))
    heavy, light = sorted(pairs)
    return light[2] - heavy[2], heavy[1], light[1], heavy[0], light[0]


for sign in (1, -1):
    D, hx, lx, hz, lz = six_state(sign * strain, 1e4)
    assert abs(D - sign * splitting) < 1e-7
    assert abs(hx / lx - 3) < 1e-4
    assert hz < 1e-8 and abs(lz - 4 / 3) < 1e-4


def strain_with_split_off(D):
    q = -D * (D + spin_orbit) / (2 * spin_orbit + 3 * D)
    return q / (b * factor)


strain_tension = strain_with_split_off(splitting)
strain_compression = strain_with_split_off(-splitting)
assert abs(six_state(strain_tension, spin_orbit)[0] - splitting) < 1e-11
assert abs(six_state(strain_compression, spin_orbit)[0] + splitting) < 1e-11
full_splitting, hx_real, lx_real, _, _ = six_state(strain, spin_orbit)

# Angular strength of HH-LH mixing by the hole kinetic energy
m = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.zeros((4, 4), dtype=complex)
for i in range(3):
    raising[i, i + 1] = np.sqrt(3.75 - m[i + 1] * (m[i + 1] + 1))
J = [(raising + raising.conj().T) / 2,
     (raising - raising.conj().T) / 2j, np.diag(m).astype(complex)]


def luttinger(n):
    H = (gamma1 + 2.5 * gamma2) * np.eye(4, dtype=complex)
    for i in range(3):
        H -= 2 * gamma2 * n[i]**2 * J[i] @ J[i]
        j = (i + 1) % 3
        H -= 2 * gamma3 * n[i] * n[j] * (J[i] @ J[j] + J[j] @ J[i])
    return H / 2


nodes, weights = np.polynomial.legendre.leggauss(8)
heavy_mix, light_mix, heavy_mean, light_mean = 0.0, 0.0, 0.0, 0.0
heavy_diag, light_diag = 0.0, 0.0
for c, w in zip(nodes, weights):
    for phi in 2 * np.pi * np.arange(16) / 16:
        s = np.sqrt(1 - c * c)
        H = luttinger([s * np.cos(phi), s * np.sin(phi), c])
        f = w / 32
        heavy_mix += f * (abs(H[0, 1])**2 + abs(H[0, 2])**2)
        light_mix += f * (abs(H[1, 0])**2 + abs(H[1, 3])**2)
        heavy_mean += f * H[0, 0].real
        light_mean += f * H[1, 1].real
        heavy_diag += f * (H[0, 0].real - gamma1 / 2)**2
        light_diag += f * (H[1, 1].real - gamma1 / 2)**2
mixing = gamma2**2 / 5 + 3 * gamma3**2 / 5
assert abs(heavy_mix - mixing) < 1e-10
assert abs(light_mix - mixing) < 1e-10
assert abs(heavy_mean - gamma1 / 2) < 1e-10
assert abs(light_mean - gamma1 / 2) < 1e-10
assert abs(heavy_diag - light_diag) < 1e-10

# Exciton units: length permittivity/mu, energy mu/permittivity^2
mu = 1 / (1 / electron_mass + gamma1)
exciton_energy = hartree * mu / permittivity**2
binding = exciton_energy / 2
exciton_radius = bohr * permittivity / mu


def d_response(energy, angle):
    """Radial <u|(energy-h_d)^-1|u>, u=2(r+1)exp(-r), outgoing waves."""
    step, count = 0.01, 6000
    x = step * np.arange(1, count + 1)
    phase = np.exp(1j * angle)
    r = x * phase
    u = 2 * (r + 1) * np.exp(-r)
    kinetic = 0.5 / (phase * step)**2
    bands = np.zeros((3, count), dtype=complex)
    bands[0, 1:] = kinetic
    bands[2, :-1] = kinetic
    bands[1] = energy - 2 * kinetic - 3 / r**2 + 1 / r
    w = solve_banded((1, 1), bands, u)
    return phase * step * np.sum(u * w)


offset = splitting / exciton_energy
low_response = d_response(-0.5 - offset, 0.0)
high_response = d_response(-0.5 + offset, 0.4)
assert abs(low_response - d_response(-0.5 - offset, 0.3)) < 2e-3
assert abs(high_response - d_response(-0.5 + offset, 0.55)) < 2e-3

# Decay strength from energy-normalized Coulomb waves
wave_number = np.sqrt(2 * (offset - 0.5))
radius = np.linspace(0, 25, 251)
wave = np.array([0.0] + [float(mp.re(mp.coulombf(
    2, -1 / wave_number, wave_number * r))) for r in radius[1:]])
overlap = simpson(wave * 2 * (radius + 1) * np.exp(-radius), x=radius)
golden_rule = -2 * overlap**2 / wave_number
assert abs(high_response.imag - golden_rule) < 3e-3 * abs(golden_rule)

scale = mixing * mu**2 * exciton_energy
low_shift = scale * low_response.real
high_shift = scale * high_response.real
high_width = -2 * scale * high_response.imag
exciton_correction = high_shift - low_shift
band_splitting = splitting - exciton_correction
strain_exciton = band_splitting / (2 * abs(b) * factor)
strain_both = strain_with_split_off(band_splitting)
assert abs(strain_both / strain - 1) < 0.10

# Other effects for the example
thickness = 10000.0
confinement = (hartree * bohr**2 * np.pi**2 / (2 * thickness**2)
               * 4 * gamma2)
expansion_difference, cooling = 3e-6, 600.0
thermal_strain = expansion_difference * cooling
other_b = -2.0
strain_other_b = splitting / (2 * abs(other_b) * factor)
assert 0.00145 < strain < 0.00155


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Input exciton splitting", splitting, "eV")
show("Input deformation potential b", b, "eV")
show("Input C11, rough", C11, "GPa")
show("Input C12, rough", C12, "GPa")
show("Input split-off energy, rough", spin_orbit, "eV")
show("Input lattice parameter, rough", lattice, "angstrom")
show("Ratio 2 C12/C11", poisson_ratio)
show("Strain factor 1+2 C12/C11", factor)
show("Splitting per unit strain", 2 * abs(b) * factor, "eV")
show("In-plane strain magnitude", 100 * strain, "percent")
show("Normal strain for tension", 100 * strain_zz, "percent")
show("Biaxial modulus", modulus, "GPa")
show("In-plane stress for tension", modulus * strain, "GPa", 3)
show("In-plane lattice parameter", lattice * (1 + strain), "angstrom", 6)
show("Normal lattice parameter", lattice * (1 + strain_zz), "angstrom", 6)
show("HH level shift in tension", -splitting / 2, "eV")
show("LH level shift in tension", splitting / 2, "eV")
show("HH/LH in-plane strength, no split-off mixing", hx / lx)
show("HH/LH in-plane strength, tension, with mixing", hx_real / lx_real)
show("Six-state splitting at simple tensile strain", full_splitting, "eV")
show("Strain with split-off, tension", 100 * strain_tension, "percent")
show("Strain with split-off, compression",
     100 * strain_compression, "percent")
show("Input electron mass, rough", electron_mass, "electron masses")
show("Input gamma1, rough", gamma1)
show("Input gamma2, rough", gamma2)
show("Input gamma3, rough", gamma3)
show("Input relative permittivity, rough", permittivity)
show("Exciton reduced mass", mu, "electron masses", 4)
show("Isotropic exciton binding", binding, "eV", 3)
show("Exciton radius", exciton_radius, "angstrom", 4)
show("HH-LH angular mixing strength", mixing, "", 4)
show("Radial response, lower exciton", low_response.real, "", 4)
show("Radial response, upper exciton, real", high_response.real, "", 4)
show("Radial response, upper exciton, imaginary",
     high_response.imag, "", 4)
show("Imaginary response from Coulomb waves", golden_rule, "", 4)
show("Mixing shift of lower exciton", low_shift, "eV", 3)
show("Mixing shift of upper exciton", high_shift, "eV", 3)
show("Mixing width of upper exciton", high_width, "eV", 3)
show("Exciton correction to splitting", exciton_correction, "eV", 3)
show("Strain with exciton correction only", 100 * strain_exciton,
     "percent", 4)
show("Tensile strain with both corrections", 100 * strain_both,
     "percent", 4)
show("Alternative b, rough", other_b, "eV")
show("Simple strain with alternative b", 100 * strain_other_b,
     "percent", 4)
show("Film thickness", thickness, "angstrom")
show("HH-LH confinement splitting", confinement, "eV", 3)
show("Thermal energy at 10 K", boltzmann * 10, "eV", 3)
show("Thermal energy at 300 K", boltzmann * 300, "eV", 3)
show("Expansion difference, rough", expansion_difference, "1/K")
show("Cooling interval, rough", cooling, "K")
show("Thermal-mismatch strain, rough", 100 * thermal_strain,
     "percent", 2)
print("tests ok")
```

Printed output:

```
Input exciton splitting: 0.01 eV
Input deformation potential b: -1.7 eV
Input C11, rough: 119 GPa
Input C12, rough: 54 GPa
Input split-off energy, rough: 0.34 eV
Input lattice parameter, rough: 5.65 angstrom
Ratio 2 C12/C11: 0.90756
Strain factor 1+2 C12/C11: 1.9076
Splitting per unit strain: 6.4857 eV
In-plane strain magnitude: 0.15419 percent
Normal strain for tension: -0.13993 percent
Biaxial modulus: 123.99 GPa
In-plane stress for tension: 0.191 GPa
In-plane lattice parameter: 5.65871 angstrom
Normal lattice parameter: 5.64209 angstrom
HH level shift in tension: -0.005 eV
LH level shift in tension: 0.005 eV
HH/LH in-plane strength, no split-off mixing: 3
HH/LH in-plane strength, tension, with mixing: 3.183
Six-state splitting at simple tensile strain: 0.010145 eV
Strain with split-off, tension: 0.15201 percent
Strain with split-off, compression: -0.15656 percent
Input electron mass, rough: 0.067 electron masses
Input gamma1, rough: 6.98
Input gamma2, rough: 2.06
Input gamma3, rough: 2.93
Input relative permittivity, rough: 12.9
Exciton reduced mass: 0.04565 electron masses
Isotropic exciton binding: 0.00373 eV
Exciton radius: 149.5 angstrom
HH-LH angular mixing strength: 6
Radial response, lower exciton: -0.8998
Radial response, upper exciton, real: -0.06341
Radial response, upper exciton, imaginary: -2.534
Imaginary response from Coulomb waves: -2.534
Mixing shift of lower exciton: -8.4e-05 eV
Mixing shift of upper exciton: -5.92e-06 eV
Mixing width of upper exciton: 0.000473 eV
Exciton correction to splitting: 7.81e-05 eV
Strain with exciton correction only: 0.153 percent
Tensile strain with both corrections: 0.1508 percent
Alternative b, rough: -2 eV
Simple strain with alternative b: 0.1311 percent
Film thickness: 10000 angstrom
HH-LH confinement splitting: 3.1e-06 eV
Thermal energy at 10 K: 0.000862 eV
Thermal energy at 300 K: 0.0259 eV
Expansion difference, rough: 3e-06 1/K
Cooling interval, rough: 600 K
Thermal-mismatch strain, rough: 0.18 percent
tests ok
```
